# Spin Adaptation of the Closed-Shell Casida Equation: verification in Python

```python
"""
Spin adaptation of the closed-shell Casida equation (Hartree atomic units).

Result under test: with D = eps_a - eps_i and f_st = d2 E_xc / dn_s dn_t,
    Omega = D^2 + 2 sqrt(D) K sqrt(D),   Omega F = omega^2 F,
    singlet: K = 2 (ia|jb) + (ia| f_uu + f_ud |jb)
    triplet: K =             (ia| f_uu - f_ud |jb)
for real orbitals and an adiabatic local functional (no exact exchange).
u, d: spin up, down; i, j: occupied; a, b: virtual orbitals.
The reference side differentiates the nonlinear Kohn-Sham equation of
motion numerically and relaxes the density in finite fields.
Example: LiH molecule, local spin-density approximation, def2-SVP basis.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, dft
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
XC = "LDA_X,LDA_C_PW"
BOND = 1.60  # angstrom


def xc_spin(up, down, deriv):
    """Energy per electron, spin potentials (N,2), kernels uu, ud, dd (N,3)."""
    exc, vxc, fxc, _ = libxc.eval_xc(XC, np.array([up, down]), spin=1,
                                     deriv=deriv)
    return exc, vxc[0], (fxc[0] if deriv > 1 else None)


# ---------- local kernel relations at sample densities ----------
n = np.array([0.01, 0.1, 1.0])
_, _, kernel = xc_spin(n / 2, n / 2, 2)
f_sum, f_diff = kernel[:, 0] + kernel[:, 1], kernel[:, 0] - kernel[:, 1]

# charge kernel from the separate unpolarised form of the functional
f_nn = np.ravel(libxc.eval_xc(XC, n, spin=0, deriv=2)[2][0])
assert np.allclose(f_nn, f_sum / 2, rtol=1e-6)


# spin kernel from second differences of the energy density in m = n_u - n_d
def energy_density(m):
    return n * xc_spin((n + m) / 2, (n - m) / 2, 1)[0]


dm = 1e-3 * n
f_mm = (energy_density(dm) - 2 * energy_density(0 * n)
        + energy_density(-dm)) / dm**2
assert np.allclose(f_mm, f_diff / 2, rtol=1e-5)

# transverse spin density: potential matrix in the local eigenframe
for k, nk in enumerate(n):
    c = 1e-4 * nk * np.exp(0.7j)
    p, U = np.linalg.eigh(np.array([[nk / 2, c], [np.conj(c), nk / 2]]))
    v = xc_spin(np.array([p[0]]), np.array([p[1]]), 1)[1][0]
    v_matrix = U @ np.diag(v) @ U.conj().T
    assert abs(v_matrix[0, 1] / c - f_diff[k]) < 1e-5 * abs(f_diff[k])

# ---------- spin labels from explicit fermion operators ----------
# modes: 0 = i up, 1 = i down, 2 = a up, 3 = a down
lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
ann = []
for mode in range(4):
    op = np.eye(1)
    for q in range(4):
        op = np.kron(op, parity if q < mode else
                     lower if q == mode else np.eye(2))
    ann.append(op)
cre = [op.T for op in ann]
s_plus = cre[0] @ ann[1] + cre[2] @ ann[3]
s_z = 0.5 * sum((-1)**q * cre[q] @ ann[q] for q in range(4))
s_squared = s_plus.T @ s_plus + s_z @ s_z + s_z
vacuum = np.zeros(16)
vacuum[0] = 1.0
closed_shell = cre[0] @ cre[1] @ vacuum
spin_values = []
for sign in (1, -1):
    state = (cre[2] @ ann[0] + sign * cre[3] @ ann[1]) @ closed_shell
    state /= np.linalg.norm(state)
    spin_values.append(state @ s_squared @ state)
    assert np.allclose(s_squared @ state, spin_values[-1] * state)
assert np.allclose(spin_values, [0.0, 2.0])

# ---------- closed-shell reference for LiH ----------
mol = gto.M(atom=f"Li 0 0 0; H 0 0 {BOND}", basis="def2-svp",
            unit="Angstrom", verbose=0)
mf = dft.RKS(mol)
mf.xc, mf.chkfile = XC, None
mf.grids.level = 1
mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-7
mf.kernel()
assert mf.converged
C = mf.mo_coeff
nmo, nocc = C.shape[1], mol.nelectron // 2
nvir = nmo - nocc
npair = nocc * nvir
weights = mf.grids.weights
phi = mol.eval_gto("GTOval_sph", mf.grids.coords) @ C
h_core = C.T @ mf.get_hcore() @ C
eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"), C, C, C, C,
                optimize=True)
dipole = np.array([C.T @ r @ C for r in mol.intor("int1e_r")])


def fock(P):
    """Spin-resolved Kohn-Sham matrices for density matrices P[spin]."""
    up, down = [((phi @ P[s]) * phi).sum(axis=1) for s in (0, 1)]
    v = xc_spin(up, down, 1)[1]
    common = h_core + np.tensordot(eri, P[0] + P[1], axes=([2, 3], [0, 1]))
    return np.array([common + phi.T @ (phi * (weights * v[:, s])[:, None])
                     for s in (0, 1)])


P_ref = np.zeros((2, nmo, nmo))
P_ref[:, range(nocc), range(nocc)] = 1.0
F_ref = fock(P_ref)
assert np.abs(F_ref[:, :nocc, nocc:]).max() < 1e-5  # stationary reference
eps = np.diag(F_ref[0])

# ---------- derived side: half-size Casida matrices ----------
gap = (eps[None, nocc:] - eps[:nocc, None]).ravel()
root = np.sqrt(gap)
coulomb = eri[:nocc, nocc:, :nocc, nocc:].reshape(npair, npair)
rho_spin = (phi[:, :nocc]**2).sum(axis=1)
f_grid = xc_spin(rho_spin, rho_spin, 2)[2]
pair = (phi[:, :nocc, None] * phi[:, None, nocc:]).reshape(-1, npair)
k_uu = pair.T @ (pair * (weights * f_grid[:, 0])[:, None])
k_ud = pair.T @ (pair * (weights * f_grid[:, 1])[:, None])


def casida(K):
    omega_matrix = np.diag(gap**2) + 2 * root[:, None] * K * root[None, :]
    w2, vectors = np.linalg.eigh(omega_matrix)
    assert w2[0] > 0
    return omega_matrix, np.sqrt(w2), vectors


K_S, K_T = 2 * coulomb + k_uu + k_ud, k_uu - k_ud
Omega_S, w_S, F_S = casida(K_S)
Omega_T, w_T, F_T = casida(K_T)

# ---------- reference side 1: differentiated equation of motion ----------
# omega dP = d[F(P), P]; both orientations of each pair, both spins
step = 1e-4


def commutator(P):
    F = fock(P)
    out = []
    for s in (0, 1):
        G = F[s] @ P[s] - P[s] @ F[s]
        out += [G[nocc:, :nocc].T.ravel(), G[:nocc, nocc:].ravel()]
    return np.concatenate(out)


columns = []
for s in (0, 1):
    for orientation in (0, 1):
        for i in range(nocc):
            for a in range(nocc, nmo):
                dP = np.zeros_like(P_ref)
                dP[(s, a, i) if orientation == 0 else (s, i, a)] = step
                columns.append((commutator(P_ref + dP)
                                - commutator(P_ref - dP)) / (2 * step))
L = np.array(columns).T.reshape(2, 2 * npair, 2, 2 * npair)
uu, ud, du, dd = L[0, :, 0], L[0, :, 1], L[1, :, 0], L[1, :, 1]
leak = max(np.abs(uu + ud - du - dd).max(), np.abs(uu - ud + du - dd).max()) / 2
assert leak < 1e-6  # even and odd spin combinations do not mix


def positive_frequencies(matrix):
    w = np.linalg.eigvals(matrix)
    assert np.abs(w.imag).max() < 1e-5
    return np.sort(w.real[w.real > 0])


# tolerance 1e-5 hartree: finite differences where the density is very small
w_even = positive_frequencies((uu + ud + du + dd) / 2)
w_odd = positive_frequencies((uu - ud - du + dd) / 2)
assert len(w_even) == len(w_odd) == npair
err_S, err_T = np.abs(w_even - w_S).max(), np.abs(w_odd - w_T).max()
assert err_S < 1e-5 and err_T < 1e-5


# ---------- reference side 2: self-consistent finite fields ----------
def relaxed_moment(field, sign):
    """<z_up> + sign <z_down> with potentials field*z and sign*field*z."""
    P = P_ref.copy()
    external = field * np.array([dipole[2], sign * dipole[2]])
    for _ in range(500):
        vec = np.linalg.eigh(fock(P) + external)[1][:, :, :nocc]
        new = vec @ vec.transpose(0, 2, 1)
        change = np.abs(new - P).max()
        P = 0.6 * P + 0.4 * new
        if change < 1e-10:
            break
    assert change < 1e-10
    return np.sum(dipole[2] * (P[0] + sign * P[1]))


field = 1e-4
d_pair = dipole[:, :nocc, nocc:].reshape(3, npair)
source = root * d_pair[2]
response, response_fd = [], []
for sign, Omega in ((1, Omega_S), (-1, Omega_T)):
    response.append(4 * source @ np.linalg.solve(Omega, source))
    response_fd.append(-(relaxed_moment(field, sign)
                         - relaxed_moment(-field, sign)) / (2 * field))
assert np.allclose(response, response_fd, rtol=1e-4)

# oscillator strengths of the singlets, and their static sum along z
strength = 4 / 3 * (((d_pair * root) @ F_S)**2).sum(axis=0)
strength_z = 4 * (source @ F_S)**2
assert abs((strength_z / w_S**2).sum() / response_fd[0] - 1) < 1e-4

# ---------- worked numbers ----------
hl = (nocc - 1) * nvir  # HOMO -> LUMO pair
one_S = np.sqrt(gap[hl]**2 + 2 * gap[hl] * K_S[hl, hl])
one_T = np.sqrt(gap[hl]**2 + 2 * gap[hl] * K_T[hl, hl])
w_one_coulomb = casida(coulomb + k_uu + k_ud)[1]
w_half_kernel = casida(2 * coulomb + (k_uu + k_ud) / 2)[1]
order_min = np.linalg.eigvalsh(K_S - K_T)[0]


def show(label, value, unit="hartree", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}")


show("LiH bond length", BOND, "angstrom", 2)
print("orbitals, occupied, transitions per spin:", nmo, nocc, npair)
print("S^2 of sum and difference excitation:", np.round(spin_values, 6) + 0.0)
show("HOMO-LUMO gap D", gap[hl])
show("HOMO-LUMO Coulomb (ia|ia)", coulomb[hl, hl])
show("HOMO-LUMO (ia|f_uu|ia)", k_uu[hl, hl])
show("HOMO-LUMO (ia|f_ud|ia)", k_ud[hl, hl])
show("HOMO-LUMO singlet coupling K_S", K_S[hl, hl])
show("HOMO-LUMO triplet coupling K_T", K_T[hl, hl])
show("one-transition singlet energy", one_S)
show("one-transition triplet energy", one_T)
for k in range(3):
    show(f"full singlet {k + 1}", w_S[k])
    show(f"full triplet {k + 1}", w_T[k])
    show(f"oscillator strength of singlet {k + 1}", strength[k], "(no unit)")
show("lowest singlet, converted", w_S[0] * HARTREE_EV, "eV", 3)
show("lowest triplet, converted", w_T[0] * HARTREE_EV, "eV", 3)
show("HOMO-LUMO weight in lowest singlet", F_S[hl, 0]**2, "(no unit)", 4)
show("HOMO-LUMO weight in lowest triplet", F_T[hl, 0]**2, "(no unit)", 4)
show("smallest eigenvalue of K_S - K_T", order_min, "hartree", 7)
print("every ordered singlet above its triplet:", bool(np.all(w_S > w_T)))
show("miscount, Coulomb once: lowest singlet", w_one_coulomb[0])
show("miscount, half kernel sum: lowest singlet", w_half_kernel[0])
show("static zz response, equal fields, Casida", response[0], "a.u.", 4)
show("static zz response, equal fields, relaxed", response_fd[0], "a.u.", 4)
show("static zz response, opposite fields, Casida", response[1], "a.u.", 4)
show("static zz response, opposite fields, relaxed", response_fd[1], "a.u.", 4)
print(f"largest singlet deviation from motion: {err_S:.1e} hartree")
print(f"largest triplet deviation from motion: {err_T:.1e} hartree")
print(f"largest even-odd mixing element: {leak:.1e} hartree")
print("all assertions hold")
```

Running it gives:

```
LiH bond length: 1.60 angstrom
orbitals, occupied, transitions per spin: 14 2 24
S^2 of sum and difference excitation: [0. 2.]
HOMO-LUMO gap D: 0.10827 hartree
HOMO-LUMO Coulomb (ia|ia): 0.02629 hartree
HOMO-LUMO (ia|f_uu|ia): -0.01726 hartree
HOMO-LUMO (ia|f_ud|ia): -0.00683 hartree
HOMO-LUMO singlet coupling K_S: 0.02849 hartree
HOMO-LUMO triplet coupling K_T: -0.01043 hartree
one-transition singlet energy: 0.13376 hartree
one-transition triplet energy: 0.09728 hartree
full singlet 1: 0.12224 hartree
full triplet 1: 0.09562 hartree
oscillator strength of singlet 1: 0.06630 (no unit)
full singlet 2: 0.17475 hartree
full triplet 2: 0.15101 hartree
oscillator strength of singlet 2: 0.25334 (no unit)
full singlet 3: 0.17475 hartree
full triplet 3: 0.15101 hartree
oscillator strength of singlet 3: 0.25334 (no unit)
lowest singlet, converted: 3.326 eV
lowest triplet, converted: 2.602 eV
HOMO-LUMO weight in lowest singlet: 0.9779 (no unit)
HOMO-LUMO weight in lowest triplet: 0.9964 (no unit)
smallest eigenvalue of K_S - K_T: -0.0071984 hartree
every ordered singlet above its triplet: True
miscount, Coulomb once: lowest singlet: 0.10829 hartree
miscount, half kernel sum: lowest singlet: 0.13003 hartree
static zz response, equal fields, Casida: 23.0586 a.u.
static zz response, equal fields, relaxed: 23.0588 a.u.
static zz response, opposite fields, Casida: 43.6504 a.u.
static zz response, opposite fields, relaxed: 43.6513 a.u.
largest singlet deviation from motion: 1.5e-09 hartree
largest triplet deviation from motion: 9.6e-10 hartree
largest even-odd mixing element: 1.1e-16 hartree
all assertions hold
```
